# Why charge fluctuations in a conducting electrolyte obey the Stillinger–Lovett condition

**Q.** I have a salt solution that is neutral overall. Isn't that enough to make its charge structure factor vanish at long wavelength?

**A.** No. Let ion $j$ carry charge $z_je$ and sit at $\mathbf r_j$ in a periodic box of volume $V$. Define

$$\rho_{\mathbf k}=\sum_j z_j e^{-i\mathbf k\cdot\mathbf r_j},\qquad S(k)=\frac{\langle|\rho_{\mathbf k}|^2\rangle}{\sum_j z_j^2}.$$

Neutrality says $\rho_{\mathbf k}=0$ at $\mathbf k=0$. It says nothing about small nonzero $k$. If the ions were independent and uniformly distributed, the average of $e^{-i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}$ would vanish for $i\ne j$ at every allowed $\mathbf k\neq0$. The terms $i=j$ would remain, so $S=1$ however long the wave.

Hard cores alone do not change this much. In a Monte Carlo simulation of 64 ions of equal size, half labelled $+$ and half $-$ but with the Coulomb force switched off, the mean of $S$ over the six smallest wave-vector magnitudes was 1.001. The only other force in this model is the Coulomb force, so for ions that are not bound to one another it must be what makes $S$ vanish.

**Q.** Then how does the Coulomb force fix a fluctuation that I observe with no field applied?

**A.** Through the response to a weak field. I assume classical ions in equilibrium at temperature $T$, in a solvent represented by a permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. Apply a potential $\phi\cos(\mathbf k\cdot\mathbf r)$. It adds the energy $e\phi C$, where $C=\sum_j z_j\cos(\mathbf k\cdot\mathbf r_j)$. The momenta cancel from a classical average, leaving

$$\langle C\rangle_\phi=\frac{\int C\,e^{-(U+e\phi C)/k_BT}\,d\mathbf r_1\cdots d\mathbf r_N}{\int e^{-(U+e\phi C)/k_BT}\,d\mathbf r_1\cdots d\mathbf r_N}.$$

Differentiate at $\phi=0$. The numerator contributes $-e\langle C^2\rangle/k_BT$ and the denominator $+e\langle C\rangle^2/k_BT$. Without the field the fluid is uniform, so $\langle C\rangle=0$. To first order,

$$\langle C\rangle_\phi=-\frac{e\phi}{k_BT}\langle C^2\rangle .$$

Now write $\rho_{\mathbf k}=C-iD$, with $D=\sum_j z_j\sin(\mathbf k\cdot\mathbf r_j)$. Shifting the whole fluid by a quarter wavelength exchanges $C$ and $D$ up to a sign, so $\langle C^2\rangle=\langle D^2\rangle=\tfrac12\langle|\rho_{\mathbf k}|^2\rangle$.

The induced charge density has the form $\rho_{\rm ind}\cos(\mathbf k\cdot\mathbf r)$, because a uniform, isotropic fluid responds linearly at the same wave vector and in the same phase. Multiplying it by $\cos(\mathbf k\cdot\mathbf r)$ and integrating over the box gives $e\langle C\rangle_\phi=\rho_{\rm ind}V/2$. Therefore

$$\rho_{\rm ind}=\frac{2e\langle C\rangle_\phi}{V}=-\frac{e^2\langle|\rho_{\mathbf k}|^2\rangle}{k_BT\,V}\,\phi .$$

**Q.** Where does the $k^2$ enter?

**A.** It enters when you ask which external charge produces $\phi$. For an external charge density $\rho_{\rm ext}\cos(\mathbf k\cdot\mathbf r)$, Poisson's equation $-\varepsilon\nabla^2\phi=\rho$ gives $\phi=\rho_{\rm ext}/(\varepsilon k^2)$. The fraction of the external charge that the ions cancel is then

$$q(k)\equiv-\frac{\rho_{\rm ind}}{\rho_{\rm ext}}=\frac{e^2\langle|\rho_{\mathbf k}|^2\rangle}{\varepsilon k_BT\,V\,k^2}.$$

Define the Debye wave number and the Debye length $\lambda_D$ by

$$k_D^2=\frac{1}{\lambda_D^2}=\frac{e^2}{\varepsilon k_BT}\,\frac{\sum_jz_j^2}{V}.$$

Since $\langle|\rho_{\mathbf k}|^2\rangle=S\sum_jz_j^2$, this becomes

$$q(k)=\frac{k_D^2}{k^2}\,S(k).$$

If the ions cancel a very long charge wave completely, then $q\to1$ and $S(k)\to\lambda_D^2k^2$. This is the Stillinger–Lovett condition. The limit $k\to0$ is taken after the box has been made infinite.

**Q.** Complete cancellation sounds like the result itself. Why must a conductor do it?

**A.** Because its ions can move until their electrochemical potentials are uniform. Let $\phi_{\rm tot}$ be the amplitude of the total potential, external plus induced. In equilibrium a change in $z_ae\phi_{\rm tot}$ must be balanced by an opposite change in the local chemical potential of species $a$, and that requires a change in the local ion densities. In a conductor these densities can change freely, so a finite long-wave potential corresponds to a finite charge density. I write this as

$$\phi_{\rm tot}=-B(k)\,\rho_{\rm ind},$$

where $B$ stays bounded as $k\to0$. This is the physical input that the word "conducting" supplies; I have not derived it from the forces between the ions. Poisson's equation gives a second relation,

$$\phi_{\rm tot}=\phi+\frac{\rho_{\rm ind}}{\varepsilon k^2}.$$

Equate the two and solve for the external potential:

$$\phi=-\rho_{\rm ind}\left(\frac1{\varepsilon k^2}+B\right).$$

With $\rho_{\rm ext}=\varepsilon k^2\phi$,

$$q=-\frac{\rho_{\rm ind}}{\varepsilon k^2\phi}=\frac{1}{1+\varepsilon Bk^2}\;\longrightarrow\;1 .$$

The potential of a given external charge wave grows as $1/k^2$. The ions need only a bounded remnant of it to hold their rearrangement in place, so the uncancelled fraction vanishes.

**Q.** Can I see this as an energy argument, without an external charge?

**A.** Yes. Insert $S=k^2q/k_D^2$ into the last result:

$$\frac1{S(k)}=\frac{k_D^2}{k^2}+A(k),\qquad A=\varepsilon k_D^2B .$$

The first term is the Coulomb cost of a charge wave. The second collects everything else: entropy, ion cores and local correlations. To see the Coulomb part, note that the wave vectors $\mathbf k$ and $-\mathbf k$ describe one real wave, whose energy is $e^2|\rho_{\mathbf k}|^2/(\varepsilon k^2V)$. It is quadratic in the two amplitudes $C$ and $D$. When this cost dominates, equipartition gives each amplitude $k_BT/2$, hence

$$\frac{e^2\langle|\rho_{\mathbf k}|^2\rangle}{V}\to\varepsilon k_BT\,k^2 .$$

Ion size, valence and density have all dropped out. Valence and density return in $\lambda_D^2$ because $S$ is divided by $\sum_jz_j^2$; ion size does not.

**Q.** The Debye length comes from a dilute, mean-field theory. Am I restricted to dilute solutions?

**A.** No. Debye–Hückel theory is one special case. It takes each species to respond as an ideal gas, with density change $-n_az_ae\phi_{\rm tot}/k_BT$, where $n_a$ is the number density. Multiplying by $z_ae$ and summing gives $\rho_{\rm ind}=-\varepsilon k_D^2\phi_{\rm tot}$. Thus $B=1/(\varepsilon k_D^2)$, $A=1$ and

$$S_{\rm DH}(k)=\frac{k^2}{k^2+k_D^2}.$$

Correlations change $A$, which first affects $S$ at order $k^4$:

$$S=\frac{k^2}{k_D^2+Ak^2}=\frac{k^2}{k_D^2}-A(0)\frac{k^4}{k_D^4}+\dots$$

when $A$ is regular at small $k$. So $\lambda_D$ in the theorem is a combination of charge, density, permittivity and temperature. It need not be the distance over which correlations decay. If $A$ were a positive constant, for example, the denominator would vanish at $k=\pm ik_D/\sqrt A$, and the decay length would be $\lambda_D\sqrt A$, while the $k^2$ coefficient would still be $\lambda_D^2$. This is only an illustration. A real $A(k)$ must tend to 1 at large $k$, where $S\to1$, and the decay is set by $A$ at the complex $k$ where the denominator vanishes. In a concentrated solution such as the one below, $\lambda_D\sqrt{A(0)}$ does not give the decay length, and the decay can become oscillatory.

**Q.** Show me a concentrated case with numbers.

**A.** Take water with 1 mol/L of a 1:1 salt at 298.15 K, with $\varepsilon_r=78.4$ and an ion diameter of 0.40 nm. The Bjerrum length is $\ell_B=e^2/(4\pi\varepsilon k_BT)=0.7149$ nm, and both signs together have density 1.2044 nm$^{-3}$. Since $z_j^2=1$,

$$k_D^2=4\pi(0.7149)(1.2044)=10.82\ \text{nm}^{-2},$$

so $\lambda_D=0.304$ nm (3.04 Å) and the predicted coefficient is $\lambda_D^2=0.0924$ nm².

I simulated 160 periodic boxes of edge 3.760 nm, each with 64 ions interacting through their cores and the periodic Coulomb energy. Positions lay on a grid of step 0.0587 nm. Some of the results are:

| $k$ (nm$^{-1}$) | $S$ | $S_{\rm DH}$ | $A$ |
|---|---|---|---|
| 1.671 | 0.229 | 0.205 | 0.49 |
| 2.895 | 0.551 | 0.436 | 0.52 |
| 4.094 | 0.820 | 0.608 | 0.57 |

At the smallest $k$, for instance, $A=1/0.2294-10.82/1.671^2=4.36-3.87=0.49$. As a difference of two larger numbers, this $A$ has a statistical error of about 0.02. It is about half the Debye–Hückel value, so this solution is not in the dilute regime. Yet $A$ stays bounded, and it changes little over the range.

To reach $k=0$ I fitted $1/q$ by a quadratic polynomial in $k^2$ over six magnitudes of $k$. The limit is $q=0.997\pm0.009$, where the error is statistical. A straight line through the lowest four gives 1.027. The choice of fit therefore matters more than the statistical error, and I would claim agreement with 1 at the level of 3 per cent.

**Q.** Does it survive a change of valence?

**A.** I replaced the ions by 21 divalent and 42 monovalent ones, keeping the box, temperature, permittivity and ion diameter. Now $\sum_jz_j^2=21\times4+42=126$ instead of 64, and $\lambda_D$ falls to 0.217 nm. The extrapolated $q$ is $1.028\pm0.014$. That is two statistical errors above 1. Since the previous case showed a fit dependence of the same size, I read it as agreement within about 3 per cent; I have not separated the fit error from chance or from the finite number of ions.

**Q.** All this uses fluctuations. Did you ever impose a charge wave and watch it being cancelled?

**A.** Yes, for the 1:1 ions, with $e\phi=0.8\,k_BT$ at $k=1.671$ nm$^{-1}$. The corresponding external charge amplitude is

$$\frac{\rho_{\rm ext}}{e}=\frac{k^2}{4\pi\ell_B}\,\frac{e\phi}{k_BT}=\frac{1.671^2\times0.8}{4\pi\times0.7149}=0.2487\ \text{nm}^{-3}.$$

The ions answered with $-0.2224$ nm$^{-3}$, a cancelled fraction of $0.894\pm0.006$. The unforced fluctuations predict $q=10.82\times0.2294/1.671^2=0.889$, with an error of 0.005. The two agree within their errors. The total potential left over is about $0.106\times0.8=0.08$ in units of $k_BT/e$, which is small although the applied potential is not.

The cancellation is incomplete here because the wavelength is only 3.76 nm. The missing tenth comes from the term $Ak^2/k_D^2$ in $1/q=1+Ak^2/k_D^2$, and it disappears as $k\to0$.

**Q.** If I measure $S\propto k^2$, have I shown that my liquid conducts?

**A.** No, the coefficient has to be right as well. Suppose each cation is permanently tied to one anion. The ions can then make charge only by polarization, $\rho_{\rm ind}=-\nabla\cdot\mathbf P$. Let $\mathbf P=\varepsilon\chi\mathbf E_{\rm tot}$, with $\chi$ the susceptibility of the pairs relative to the solvent. Since $\mathbf E_{\rm tot}=-\nabla\phi_{\rm tot}$, a cosine potential gives $\nabla\cdot\mathbf P=\varepsilon\chi k^2\phi_{\rm tot}\cos(\mathbf k\cdot\mathbf r)$, and therefore

$$\rho_{\rm ind}=-\varepsilon\chi k^2\phi_{\rm tot},\qquad B=\frac1{\varepsilon\chi k^2}.$$

The non-Coulomb cost now grows as fast as the Coulomb cost. Inserting $B$ into $q=1/(1+\varepsilon Bk^2)$,

$$q\to\frac{1}{1+1/\chi}=\frac{\chi}{1+\chi}=1-\frac1{\varepsilon_{\rm ion}},\qquad \varepsilon_{\rm ion}=1+\chi .$$

The $k^2$ law remains, but its coefficient depends on how polarizable the pairs are.

**Q.** Can $\varepsilon_{\rm ion}$ be found without using $S$ again?

**A.** It follows from the total dipole of the box, $e\mathbf M$, where $\mathbf M$ is the sum of the vectors from anion to cation in each pair. A uniform field $E$ along $x$ adds the energy $-eEM_x$. The same differentiation as before gives $\langle M_x\rangle=eE\langle M_x^2\rangle/k_BT$, and isotropy gives $\langle M_x^2\rangle=\langle M^2\rangle/3$. The periodic energy I used omits the $k=0$ Coulomb term, so the polarization creates no extra uniform field and $E$ is the total field. Hence

$$\chi=\frac{e\langle M_x\rangle}{V\varepsilon E}=\frac{e^2\langle M^2\rangle}{3\varepsilon k_BT\,V}.$$

I tied the 1:1 ions in pairs no longer than 0.60 nm between centres, with density, temperature, permittivity and diameter unchanged. The dipoles gave $\varepsilon_{\rm ion}=1.487\pm0.005$, so $1-1/\varepsilon_{\rm ion}=0.327$. The extrapolated structure factor gave $q=0.327\pm0.005$. The pairs thus show about a third of the conductor's coefficient. Their $A$ falls from 7.93 to 1.97 when $k$ doubles from 1.671 to 3.343 nm$^{-1}$, a factor of 4.0. This is the factor that the long-wave law $1/k^2$ gives, although at these wavelengths the finite length of a pair could still have shifted it.

**Q.** My salt is partly associated, with pairs that form and break. Which case applies?

**A.** If there are free ions in equilibrium, the conducting case applies at small enough $k$. A simple estimate adds the two responses, ignoring correlations between them. Let a fraction $\alpha$ of the ions of a 1:1 salt be free and respond ideally, while the pairs have susceptibility $\chi$. Then $\rho_{\rm ind}=-\varepsilon(\alpha k_D^2+\chi k^2)\phi_{\rm tot}$. Reading off $B$ and inserting it into $q$,

$$q=\frac{\alpha k_D^2+\chi k^2}{\alpha k_D^2+(1+\chi)k^2}.$$

For $k^2\ll\alpha k_D^2/(1+\chi)$ this tends to 1, and $k_D$ still counts all the ions, paired ones included. If $\alpha$ is small enough, there is also a range of larger $k$, with wavelengths still long compared with a pair, in which $q$ comes close to the insulating value $\chi/(1+\chi)$. With a larger free fraction this range is absent. Weak dissociation therefore narrows the range of $k$ in which you can see the universal coefficient, without changing that coefficient.

**Q.** Why is it called a second-moment condition?

**A.** Because of its form in real space. Separate the terms $i=j$ from $S$. They give 1. The rest describes the average charge around an ion. Let $c(r)$ be the mean charge density, in units of $e$, of the other ions at distance $r$ from a chosen ion $i$, summed over all ions $i$ with weight $z_i/\sum_jz_j^2$. For an isotropic fluid the angular average of $e^{-i\mathbf k\cdot\mathbf r}$ is $\sin(kr)/(kr)=1-k^2r^2/6+\dots$, so

$$S(k)=1+\int c\,d^3r-\frac{k^2}{6}\int r^2c\,d^3r+\dots,$$

provided $c$ decays fast enough for these integrals to exist. Comparison with $S\to\lambda_D^2k^2$ gives

$$\int c\,d^3r=-1,\qquad\int r^2c\,d^3r=-6\lambda_D^2 .$$

The first says that the cloud neutralizes its ion. The second fixes its second moment, here $-6\times0.0924=-0.554$ nm², but not its shape. The Debye–Hückel cloud $c=-k_D^2e^{-r/\lambda_D}/(4\pi r)$ satisfies it, since

$$\int r^2c\,d^3r=-k_D^2\int_0^\infty r^3e^{-r/\lambda_D}dr=-6k_D^2\lambda_D^4=-6\lambda_D^2 .$$

For that cloud $\sqrt6\,\lambda_D=0.745$ nm is the root-mean-square radius. For a cloud whose charge changes sign with distance, the same number is a moment and not a size.

**Q.** How far can I trust your 0.304 nm for real salt water?

**A.** For a given concentration and temperature the value depends only on the permittivity, and the model keeps that of pure water. Dissolved salt lowers it, by something like 12 per mol/L as a rough figure. Then $\varepsilon_r$ drops from 78.4 to 66.4, $\lambda_D$ falls by 8 per cent and the coefficient $\lambda_D^2$ by 15 per cent. This is the largest correction I have estimated. It changes the value to be put into the law, as far as one permittivity can represent the solvent at long wavelength.

In a classical simulation that resolves the water molecules and gives them fixed charges, the derivation can be repeated with every charge in vacuum. The total charge then obeys the law with $\varepsilon_0$ in place of $\varepsilon$. This form belongs to the classical model: in real water the electrons and the faster molecular motions are quantum mechanical at room temperature, and the total charge does not follow it.

**Q.** And when does the law itself fail?

**A.** It fails when one of its assumptions does. Quantum motion breaks the link between response and fluctuation used above. To estimate its size, treat a charge wave as a harmonic oscillator of frequency $\omega_p$. Its mean-square amplitude exceeds the classical one by the factor $(u/2)\coth(u/2)$, with $u=\hbar\omega_p/k_BT$. With rough ion masses of 23 and 35 u and the plasma frequency the ions would have in vacuum, $u=0.223$ and the excess is 0.4 per cent. This is an upper bound. With the solvent represented by its permittivity, $\omega_p$ is smaller by $\sqrt{\varepsilon_r}$, so $u=0.025$, and the excess, which is $u^2/12$ for small $u$, falls to about 0.005 per cent. Both numbers are for the ions alone. In water, friction makes an ionic charge wave relax rather than oscillate, so the oscillator serves only to set the size of the effect. For $u\gg1$ the factor becomes $u/2$, and the coefficient is no longer $\lambda_D^2$.

Near a critical point $A(k)$ may itself grow as $k\to0$. The condition that matters is $k^2A(k)\to0$. If $A$ grows more slowly than $1/k^2$, the coefficient survives; if it grows as $1/k^2$, it changes, as it did for the tied pairs. Deciding between these needs a theory of the particular critical point.

Away from such cases, the law tells you how quiet the solution is. At a wavelength of 100 nm, the 1 mol/L model gives $S=(2\pi\times0.304/100)^2=3.6\times10^{-4}$, against about 1 for the same ions without their charge. The remaining values are in the numerical output.

## Computed results

```
temperature 298.15 K, solvent permittivity 78.4
salt 1.0 mol/L, ion diameter 0.40 nm
ion density, both signs: 1.2044 nm^-3
Bjerrum length: 0.7149 nm
Debye length 1:1: 0.3040 nm = 3.040 angstrom
kD^2 1:1: 10.820 nm^-2; predicted S/k^2: 0.09242 nm^2
box edge 3.760 nm, grid step 0.0587 nm, 64 ions
number of boxes sampled: 160
uncharged ions: mean S = 1.001
free 1:1 and tethered ions, by shell of wave vectors:
k (1/nm) | S free | S Debye-Huckel | A free | S tethered | A tethered
1.671 | 0.2294 | 0.2052 | 0.49 | 0.0847 | 7.93
2.364 | 0.4103 | 0.3405 | 0.50 | 0.1715 | 3.89
2.895 | 0.5512 | 0.4364 | 0.52 | 0.2516 | 2.68
3.343 | 0.6604 | 0.5080 | 0.55 | 0.3402 | 1.97
3.737 | 0.7560 | 0.5635 | 0.55 | 0.4215 | 1.60
4.094 | 0.8201 | 0.6077 | 0.57 | 0.4988 | 1.36
free 1:1, q(k->0): 0.997 +- 0.009
  same, straight line through 4 shells: 1.027
  shift between the two fits: +0.030
  measured S/k^2 at k->0: 0.0922 nm^2
free 2:1 ions: 21 divalent, 42 monovalent
  Debye length 2:1: 0.2167 nm
  q(k->0): 1.028 +- 0.014
tethered pairs, longest bond 0.60 nm
  q(k->0) from S: 0.327 +- 0.005
  eps_ion from dipoles: 1.487 +- 0.005
  1 - 1/eps_ion: 0.327
imposed wave: e*phi = 0.8 kT, k = 1.671 1/nm
  external charge amplitude: 0.2487 e/nm^3
  induced charge amplitude: -0.2224 e/nm^3
  cancelled fraction: 0.894 +- 0.006
  q(k) from unforced fluctuations: 0.889 +- 0.005
second moment of Debye cloud: -0.5545 nm^2
rms radius sqrt(6)*Debye length: 0.745 nm
predicted S at wavelength 100 nm: 3.649e-04
universal <|rho_k|^2>/(V k^2): 0.1113 nm^-1
rough permittivity loss: 12 per mol/L
  change of Debye length: -8.0 %
rough ion masses: 23 and 35 u
  hbar*omega_p/kT (vacuum bound): 0.223
  quantum increase of S: 0.41 %
```
